# Effective Energy Shift of a Slow Trap Coupled to a Fast Trap: verification in Python

```python
"""
Result under test: a slow trap S repelled (energy J) by a fast trap F has
    P(S filled)/P(S empty) = g_s exp(-(E_s + shift)/kT),
    shift = -kT ln(Z_1/Z_0),  Z_n = 1 + g_f exp(-(E_f + n J)/kT).
E_s, E_f : trap levels measured from the channel Fermi level (eV)
g_s, g_f : degeneracy of the filled state relative to the empty one
f_n      : occupancy of F while S holds n electrons
The formulas are compared with a four-state master equation (state index
2*n_s + n_f), with dwell moments, and with a stochastic trajectory.
Energies in eV, lengths in nm, rates in 1/s.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import j0, ai_zeros

K_B = const.k / const.e
G_S, G_F = 2.0, 2.0
REORG_S, REORG_F = 2.4, 2.0        # lattice reorganisation energies
PREF_S, PREF_F = 1e10, 1e12        # rate prefactors


# ---------- derived formulas ----------
def partition(n, E_f, J, kT, g=G_F):
    return 1 + g * np.exp(-(E_f + n * J) / kT)


def occupancy(n, E_f, J, kT):
    return 1 - 1 / partition(n, E_f, J, kT)


def shift_formula(E_f, J, kT, g=G_F):
    return -kT * np.log(partition(1, E_f, J, kT, g) / partition(0, E_f, J, kT, g))


# ---------- kinetics from the definition ----------
def lattice_rates(prefactor, reorg, energy, g, kT):
    capture = g * prefactor * np.exp(-(reorg + energy)**2 / (4 * reorg * kT))
    emission = prefactor * np.exp(-(reorg - energy)**2 / (4 * reorg * kT))
    return capture, emission


def generator(E_s, E_f, J, kT, speed=1.0, leak=0.0, transfer=0.0):
    """Q[i, j] = rate i -> j; leak = one-way emission of F to the gate."""
    Q = np.zeros((4, 4))
    for n in (0, 1):
        up, down = lattice_rates(PREF_F, REORG_F, E_f + n * J, G_F, kT)
        Q[2 * n, 2 * n + 1] = speed * up
        Q[2 * n + 1, 2 * n] = speed * (down + leak)
        up, down = lattice_rates(PREF_S, REORG_S, E_s + n * J, G_S, kT)
        Q[n, 2 + n] = up
        Q[2 + n, n] = down
    Q[2, 1] = transfer
    Q[1, 2] = transfer * G_S * np.exp(-E_s / kT) / (G_F * np.exp(-E_f / kT))
    Q -= np.diag(Q.sum(axis=1))
    return Q


def stationary(Q):
    A = Q.T.copy()
    A[-1] = 1.0
    return np.linalg.solve(A, np.array([0, 0, 0, 1.0]))


def log_ratio(Q):
    p = stationary(Q)
    return np.log((p[2] + p[3]) / (p[0] + p[1]))


def shift_kinetic(Q, E_s, kT):
    return -kT * (log_ratio(Q) - np.log(G_S)) - E_s


def dwell_moments(Q, n):
    """Mean and squared coefficient of variation of the stay in n_s = n."""
    inside, outside = [2 * n, 2 * n + 1], [2 - 2 * n, 3 - 2 * n]
    entry = stationary(Q)[outside] @ Q[np.ix_(outside, inside)]
    entry = entry / entry.sum()
    M = -Q[np.ix_(inside, inside)]
    u = np.linalg.solve(M, np.ones(2))
    mean = entry @ u
    return mean, 2 * entry @ np.linalg.solve(M, u) / mean**2 - 1


def dwell_formula(E_s, E_f, J, kT, n, speed=1.0):
    f = occupancy(n, E_f, J, kT)
    r0 = lattice_rates(PREF_S, REORG_S, E_s, G_S, kT)[n]
    r1 = lattice_rates(PREF_S, REORG_S, E_s + J, G_S, kT)[n]
    gamma = speed * sum(lattice_rates(PREF_F, REORG_F, E_f + n * J, G_F, kT))
    mean_rate = (1 - f) * r0 + f * r1
    variance = f * (1 - f) * (r1 - r0)**2
    return 1 / mean_rate, 1 + 2 * variance / (mean_rate * gamma + r0 * r1)


# ---------- electrostatics of two electrons in the oxide ----------
EPS_OX, EPS_SI = 3.9, 11.7
COULOMB = const.e / (4 * np.pi * const.epsilon_0 * EPS_OX) * 1e9   # eV nm


def repulsion_images(z1, z2, rho, L, R_channel, R_gate=-1.0, M=4000):
    m = np.arange(-M, M + 1)
    product = R_channel * R_gate
    same = product**np.abs(m).astype(float)
    power = np.where(m <= 0, -m, m - 1).astype(float)
    mirrored = np.where(m <= 0, R_channel, R_gate) * product**power
    terms = (same / np.hypot(rho, z1 - z2 - 2 * m * L)
             + mirrored / np.hypot(rho, z1 + z2 - 2 * m * L))
    return COULOMB * terms.sum()


def repulsion_waves(z1, z2, rho, L, eps_channel):
    """Solve the boundary conditions for each in-plane wave number."""
    x, w = np.polynomial.legendre.leggauss(500)
    k, w = 40 * (x + 1), 40 * w
    A, b = np.zeros((k.size, 3, 3)), np.zeros((k.size, 3, 1))
    decay = np.exp(-k * L)
    A[:, 0, 0], A[:, 0, 1], A[:, 0, 2] = 1, decay, -1
    A[:, 1, 0], A[:, 1, 1], A[:, 1, 2] = -1, decay, -eps_channel / EPS_OX
    A[:, 2, 0], A[:, 2, 1] = decay, 1
    b[:, 0, 0] = b[:, 1, 0] = -np.exp(-k * z2)
    b[:, 2, 0] = -np.exp(-k * (L - z2))
    c = np.linalg.solve(A, b)[:, :, 0]
    field = (np.exp(-k * abs(z1 - z2)) + c[:, 0] * np.exp(-k * z1)
             + c[:, 1] * np.exp(k * (z1 - L)))
    return COULOMB * np.sum(w * j0(k * rho) * field)


# ---------- example inputs (rough typical values) ----------
T, T_HOT = 300.0, 398.0
kT, kT_hot = K_B * T, K_B * T_HOT
t_ox, z_s, z_f, rho = 5.0, 1.0, 0.5, 1.0
field_MV = 2.0
E_s, E_f = -0.070, -0.040
V_ox = field_MV * 0.1 * t_ox
J = repulsion_images(z_s, z_f, rho, t_ox, -1.0)
R_si = (EPS_OX - EPS_SI) / (EPS_OX + EPS_SI)
J_diel = repulsion_images(z_s, z_f, rho, t_ox, R_si)
assert abs(J - repulsion_waves(z_s, z_f, rho, t_ox, 1e9)) < 1e-6
assert abs(J_diel - repulsion_waves(z_s, z_f, rho, t_ox, EPS_SI)) < 1e-6

# ---------- shift: master equation, bounds and coupling integral ----------
rng = np.random.default_rng(7)
worst = 0.0
for _ in range(200):
    es, ef = rng.uniform(-0.15, 0.15, 2)
    jj, kt = rng.uniform(0.01, 0.2), rng.uniform(0.02, 0.04)
    d = shift_formula(ef, jj, kt)
    Q = generator(es, ef, jj, kt, speed=10**rng.uniform(-5, 1))
    worst = max(worst, abs(shift_kinetic(Q, es, kt) - d))
    f0, f1 = occupancy(0, ef, jj, kt), occupancy(1, ef, jj, kt)
    assert jj * f1 - 1e-12 <= d <= jj * f0 + 1e-12
    assert d <= min(jj, kt * np.log(partition(0, ef, jj, kt))) + 1e-12
    integral = quad(lambda c: occupancy(1, ef, c, kt), 0, jj)[0]
    assert abs(integral - d) < 1e-9
assert worst < 1e-8

delta = shift_formula(E_f, J, kT)
f0, f1 = occupancy(0, E_f, J, kT), occupancy(1, E_f, J, kT)
Q = generator(E_s, E_f, J, kT)
p = stationary(Q)
mean_field = J * (p[1] + p[3])

# ---------- dwell moments at several fast-trap speeds ----------
SLOWED = 2e-4
for speed in (1.0, 1e-2, SLOWED, 1e-5):
    Qv = generator(E_s, E_f, J, kT, speed=speed)
    for n in (0, 1):
        assert np.allclose(dwell_moments(Qv, n),
                           dwell_formula(E_s, E_f, J, kT, n, speed), rtol=1e-7)
tau_c, cv_c = dwell_formula(E_s, E_f, J, kT, 0)
tau_e, cv_e = dwell_formula(E_s, E_f, J, kT, 1)
bare_c, bare_e = lattice_rates(PREF_S, REORG_S, E_s, G_S, kT)

# ---------- slow relaxation rate: error falls as 1/(fast speed) ----------
errors = []
for speed in (1.0, 10.0):
    rates = np.sort(-np.linalg.eigvals(generator(E_s, E_f, J, kT, speed)).real)
    errors.append(abs(rates[1] / (1 / tau_c + 1 / tau_e) - 1))
assert errors[0] < 1e-2 and 9 < errors[0] / errors[1] < 11

# ---------- stochastic trajectory with comparable trap speeds ----------
Qv = generator(E_s, E_f, J, kT, speed=SLOWED)
exit_rate = (-np.diag(Qv)).tolist()
fast_share = [Qv[i, i ^ 1] / exit_rate[i] for i in range(4)]
N_JUMPS = 600000
waits = rng.exponential(size=N_JUMPS).tolist()
draws = rng.random(N_JUMPS).tolist()
state, stay, stays = 0, 0.0, ([], [])
for wait, draw in zip(waits, draws):
    stay += wait / exit_rate[state]
    if draw < fast_share[state]:
        state ^= 1
    else:
        stays[state >> 1].append(stay)
        state ^= 2
        stay = 0.0
sim = []
for n in (0, 1):
    s = np.array(stays[n][1:])
    sim.append((s.mean(), s.var() / s.mean()**2))
    expected = dwell_formula(E_s, E_f, J, kT, n, SLOWED)
    # sampling error of order one per cent for means, a few for variances
    assert abs(sim[n][0] / expected[0] - 1) < 0.04
    assert abs(sim[n][1] / expected[1] - 1) < 0.12
cv_c_slow = dwell_formula(E_s, E_f, J, kT, 0, SLOWED)[1]
cv_e_slow = dwell_formula(E_s, E_f, J, kT, 1, SLOWED)[1]

# ---------- temperature derivative ----------
U = (E_f + J) * f1 - E_f * f0
beta, h = 1 / kT, 1e-3
arrhenius = -(log_ratio(generator(E_s, E_f, J, 1 / (beta + h)))
              - log_ratio(generator(E_s, E_f, J, 1 / (beta - h)))) / (2 * h)
assert abs(arrhenius - (E_s + U)) < 1e-6


# ---------- bias slope, with and without motion of the channel level ----------
def slope_numeric(L_s, L_f, dv=1e-4):
    plus = log_ratio(generator(E_s - L_s * dv, E_f - L_f * dv, J, kT))
    minus = log_ratio(generator(E_s + L_s * dv, E_f + L_f * dv, J, kT))
    return kT * (plus - minus) / (2 * dv)


L_s, L_f = z_s / t_ox, z_f / t_ox
slope = L_s - L_f * (f0 - f1)
assert abs(slope - slope_numeric(L_s, L_f)) < 1e-6
density = EPS_OX * const.epsilon_0 * field_MV * 1e8 / const.e      # 1/m^2
M_T, M_L = 0.19, 0.92                                            # in m_e
dos = 2 * M_T * const.m_e / (np.pi * const.hbar**2) * const.e      # 1/(eV m^2)
filling = density / (dos * kT)
fermi_above = kT * np.log(np.expm1(filling))
F_si = field_MV * 1e8 * EPS_OX / EPS_SI
subband = (-ai_zeros(1)[0][0] * (const.hbar**2 / (2 * M_L * const.m_e))**(1 / 3)
           * (const.e * F_si)**(2 / 3) / const.e)
motion = (density / dos / -np.expm1(-filling) + 2 * subband / 3) / V_ox
slope_moving = L_s + motion - (L_f + motion) * (f0 - f1)
assert abs(slope_moving - slope_numeric(L_s + motion, L_f + motion)) < 1e-6

# ---------- limits of validity ----------
Qt = generator(E_s, E_f, J, kT, transfer=1.0)
assert abs(shift_kinetic(Qt, E_s, kT) - delta) < 1e-8
tau_c_transfer = dwell_moments(Qt, 0)[0]
assert abs(tau_c_transfer / tau_c - 1) > 0.01
leak = Q[0, 1]
driven_fast = shift_kinetic(generator(E_s, E_f, J, kT, 1.0, leak), E_s, kT)
driven_slow = shift_kinetic(generator(E_s, E_f, J, kT, 1e-6, leak), E_s, kT)
assert abs(driven_fast - delta) > 1e-3 and abs(driven_fast - driven_slow) > 1e-3

# ---------- tunnelling estimates ----------
BARRIER, M_OX = 3.1, 0.5
WAVE = np.sqrt(2 * M_OX * const.m_e * const.e) / const.hbar * 1e-9


def action(a, b):
    return 2 * WAVE * quad(lambda x: np.sqrt(BARRIER - 0.1 * field_MV * x), a, b)[0]


def gate_share(z, reorg):
    """Upper estimate: lattice barrier removed, all gate states in the window."""
    return (np.exp(action(0, z) - action(z, t_ox) + reorg / (4 * kT)) * V_ox / kT)


share_s, share_f = gate_share(z_s, REORG_S), gate_share(z_f, REORG_F)
assert share_s < 0.01 and share_f < 0.01
distance = np.hypot(rho, z_s - z_f)
transfer_share = np.exp(-2 * WAVE * np.sqrt(BARRIER) * (distance - z_s)
                        - REORG_F / (4 * kT))

# ---------- printed numbers ----------
mev = 1e3
print(f"T = {T:.0f} K, kT = {kT*mev:.2f} meV; g_s = {G_S:.0f}, g_f = {G_F:.0f}")
print(f"oxide {t_ox} nm, field {field_MV} MV/cm, oxide voltage {V_ox:.2f} V")
print(f"depths: slow {z_s} nm, fast {z_f} nm; lateral distance {rho} nm")
print(f"E_s = {E_s*mev:.0f} meV, E_f = {E_f*mev:.0f} meV from Fermi level")
print(f"reorganisation: slow {REORG_S} eV, fast {REORG_F} eV")
print(f"prefactors: slow {PREF_S:.0e} 1/s, fast {PREF_F:.0e} 1/s")
print(f"J, conducting channel and gate = {J*mev:.1f} meV")
print(f"Z_0 = {partition(0,E_f,J,kT):.3f}, Z_1 = {partition(1,E_f,J,kT):.4f}")
print(f"f_0 = {f0:.4f}, f_1 = {f1:.4f}")
print(f"shift = {delta*mev:.2f} meV = {delta*const.e/const.value('Rydberg constant times hc in J'):.5f} Ry")
print(f"bounds J f_1 = {J*f1*mev:.2f} meV, J f_0 = {J*f0*mev:.2f} meV")
print(f"ceiling kT ln Z_0 = {kT*np.log(partition(0,E_f,J,kT))*mev:.2f} meV")
print(f"mean-field J<n_f> = {mean_field*mev:.2f} meV")
print(f"largest shift error, 200 random cases = {worst*mev:.1e} meV")
print(f"effective slow level E_s + shift = {(E_s+delta)*mev:.2f} meV")
print(f"P_1/P_0: with F {np.exp(log_ratio(Q)):.3f}, F always empty {bare_c/bare_e:.2f}")
print(f"mean capture time: with F {tau_c:.3f} s, F empty {1/bare_c:.3f} s")
print(f"mean emission time: with F {tau_e:.3f} s, F empty {1/bare_e:.3f} s")
print(f"fast relaxation rates: n_s=0 {Q[0,1]+Q[1,0]:.3e}, n_s=1 {Q[2,3]+Q[3,2]:.3e} 1/s")
print(f"CV^2 - 1: capture {cv_c-1:.2e}, emission {cv_e-1:.2e}")
print(f"two-state relaxation rate error: {errors[0]:.2e}; F 10x faster {errors[1]:.2e}")
print(f"F slowed by factor {SLOWED:.0e}: CV^2 capture {cv_c_slow:.3f}, emission {cv_e_slow:.3f}")
print(f"  trajectory: CV^2 capture {sim[0][1]:.3f}, emission {sim[1][1]:.3f}")
print(f"  trajectory: mean capture {sim[0][0]:.3f} s, emission {sim[1][0]:.3f} s")
print(f"  trajectory stays: empty {len(stays[0])}, filled {len(stays[1])}")
print(f"U = {U*mev:.2f} meV, T S = U - shift = {(U-delta)*mev:.2f} meV")
print(f"Arrhenius energy E_s + U = {(E_s+U)*mev:.2f} meV")
print(f"bias slope, fixed channel level: {slope:.4f} eV/V; F absent {L_s:.4f} eV/V")
print(f"apparent depth of slow trap = {slope*t_ox:.3f} nm")
print("Sizes of neglected effects:")
print(f"J with silicon as dielectric only = {J_diel*mev:.1f} meV")
print(f"  shift for that J = {shift_formula(E_f,J_diel,kT)*mev:.2f} meV")
print(f"shift with g_f = 1: {shift_formula(E_f,J,kT,1.0)*mev:.2f} meV; g_f = 1/2: {shift_formula(E_f,J,kT,0.5)*mev:.2f} meV")
print(f"shift at {T_HOT:.0f} K, same levels = {shift_formula(E_f,J,kT_hot)*mev:.2f} meV")
print(f"channel density = {density*1e-4:.2e} 1/cm2 (depletion neglected)")
print(f"masses (rough): transverse {M_T}, longitudinal {M_L} m_e")
print(f"Fermi level above lowest subband = {fermi_above*mev:.1f} meV")
print(f"subband above band edge, triangular well = {subband*mev:.0f} meV")
print(f"channel level motion = {motion:.4f} eV/V")
print(f"  slope with motion: {slope_moving:.4f} eV/V; F absent {L_s+motion:.4f} eV/V")
print(f"oxide barrier {BARRIER} eV, oxide mass {M_OX} m_e (rough)")
print(f"gate/channel exchange, upper estimate: slow {share_s:.1e}, fast {share_f:.1e}")
print(f"trap-trap transfer / channel exchange, estimate = {transfer_share:.1e}")
print(f"with 1 /s transfer imposed: mean capture time {tau_c_transfer:.3f} s")
print(f"imposed gate leak of F = {leak:.2e} 1/s: shift {driven_fast*mev:.2f} meV")
print(f"  same, all F rates times 1e-6: shift {driven_slow*mev:.2f} meV")
print(f"field / rough breakdown field of 10 MV/cm = {field_MV/10:.2f}")
print("all assertions hold")
```

It prints:

```
T = 300 K, kT = 25.85 meV; g_s = 2, g_f = 2
oxide 5.0 nm, field 2.0 MV/cm, oxide voltage 1.00 V
depths: slow 1.0 nm, fast 0.5 nm; lateral distance 1.0 nm
E_s = -70 meV, E_f = -40 meV from Fermi level
reorganisation: slow 2.4 eV, fast 2.0 eV
prefactors: slow 1e+10 1/s, fast 1e+12 1/s
J, conducting channel and gate = 123.7 meV
Z_0 = 10.397, Z_1 = 1.0786
f_0 = 0.9038, f_1 = 0.0729
shift = 58.58 meV = 0.00431 Ry
bounds J f_1 = 9.01 meV, J f_0 = 111.77 meV
ceiling kT ln Z_0 = 60.53 meV
mean-field J<n_f> = 34.01 meV
largest shift error, 200 random cases = 6.2e-10 meV
effective slow level E_s + shift = -11.42 meV
P_1/P_0: with F 3.111, F always empty 29.99
mean capture time: with F 0.881 s, F empty 0.158 s
mean emission time: with F 2.741 s, F empty 4.744 s
fast relaxation rates: n_s=0 1.896e+04, n_s=1 2.096e+04 1/s
CV^2 - 1: capture 2.66e-04, emission 7.89e-05
two-state relaxation rate error: 1.72e-04; F 10x faster 1.72e-05
F slowed by factor 2e-04: CV^2 capture 1.717, emission 1.299
  trajectory: CV^2 capture 1.717, emission 1.309
  trajectory: mean capture 0.883 s, emission 2.739 s
  trajectory stays: empty 145035, filled 145035
U = 42.25 meV, T S = U - shift = -16.33 meV
Arrhenius energy E_s + U = -27.75 meV
bias slope, fixed channel level: 0.1169 eV/V; F absent 0.2000 eV/V
apparent depth of slow trap = 0.585 nm
Sizes of neglected effects:
J with silicon as dielectric only = 209.2 meV
  shift for that J = 60.46 meV
shift with g_f = 1: 43.99 meV; g_f = 1/2: 30.75 meV
shift at 398 K, same levels = 63.22 meV
channel density = 4.31e+12 1/cm2 (depletion neglected)
masses (rough): transverse 0.19, longitudinal 0.92 m_e
Fermi level above lowest subband = 16.0 meV
subband above band edge, triangular well = 133 meV
channel level motion = 0.1304 eV/V
  slope with motion: 0.1390 eV/V; F absent 0.3304 eV/V
oxide barrier 3.1 eV, oxide mass 0.5 m_e (rough)
gate/channel exchange, upper estimate: slow 1.7e-03, fast 1.4e-10
trap-trap transfer / channel exchange, estimate = 8.8e-10
with 1 /s transfer imposed: mean capture time 0.249 s
imposed gate leak of F = 1.71e+04 1/s: shift 23.31 meV
  same, all F rates times 1e-6: shift 29.82 meV
field / rough breakdown field of 10 MV/cm = 0.20
all assertions hold
```
